# Mean Number of Displaced Atoms in the Hard-Sphere Kinchin-Pease Model: a program that tests the result

```python
"""
Result under test (Kinchin-Pease model, equal-mass hard spheres):
the mean number nu(E) of displaced atoms left by a recoil of energy E is
    0 for E < Ed,   1 for Ed <= E < 2 Ed,   E/(2 Ed) for E >= 2 Ed.
Ed : sharp displacement threshold (eV)
E  : kinetic energy of the moving atom (eV)
T  : energy given to the struck atom (eV); the projectile keeps E - T
b  : impact parameter, D : sphere diameter (only b/D matters)
No binding energy is subtracted and there is no electronic energy loss.
"""
import random
import numpy as np

threshold = 20.0
recoil_energy = 1000.0


def kinchin_pease(energy, ed):
    """Derived formula for the mean number of displaced atoms."""
    if energy < ed:
        return 0.0
    if energy < 2.0 * ed:
        return 1.0
    return energy / (2.0 * ed)


# --- Hard-sphere collisions on a uniform grid of impact points (D = 1) ---
cells = 600
axis = -1.0 + (np.arange(cells) + 0.5) * 2.0 / cells
gx, gy = np.meshgrid(axis, axis)
inside = gx**2 + gy**2 < 1.0
x, y = gx[inside], gy[inside]
# The unit vector from projectile centre to target centre at contact
normal = np.stack([-x, -y, np.sqrt(1.0 - x**2 - y**2)], axis=1)
velocity = np.array([0.0, 0.0, 1.0])
# Reflect the relative velocity, then return to the laboratory frame
relative = velocity - 2.0 * (normal @ velocity)[:, None] * normal
projectile_after = 0.5 * velocity + 0.5 * relative
target_after = 0.5 * velocity - 0.5 * relative
transfer = np.sum(target_after**2, axis=1)
remaining = np.sum(projectile_after**2, axis=1)
assert np.max(np.abs(transfer + remaining - 1.0)) < 1e-12
assert np.max(np.abs(transfer - (1.0 - x**2 - y**2))) < 1e-12
levels = np.linspace(0.1, 0.9, 9)
fractions = np.array([np.mean(transfer < level) for level in levels])
uniform_error = np.max(np.abs(fractions - levels))
# The finite grid resolves the disc area to about one part in a thousand
assert uniform_error < 2e-3


# --- Outcomes of one collision, counted over equally likely transfers ---
def outcome_probabilities(energy, ed, samples=300000):
    t = (np.arange(samples) + 0.5) * energy / samples
    struck = t >= ed
    moving = energy - t >= ed
    return (np.mean(struck & moving), np.mean(struck & ~moving),
            np.mean(~struck & moving), np.mean(~struck & ~moving))


low_energy = 1.5 * threshold
low_both, low_replace, low_continue, low_stop = outcome_probabilities(
    low_energy, threshold)
recursion_low = low_replace + low_continue   # each branch carries nu = 1
assert low_both == 0.0
assert abs(low_stop - (2 * threshold - low_energy) / low_energy) < 1e-4
assert abs(recursion_low - 2 * (low_energy - threshold) / low_energy) < 1e-4
high_both, high_replace, high_continue, high_stop = outcome_probabilities(
    recoil_energy, threshold)
assert high_stop == 0.0

# --- March the integral equation nu(E) = (2/E) * integral of nu ---
step = 0.1
plateau_points = (np.arange(40000) + 0.5) * 2.0 * threshold / 40000
plateau_integral = np.mean(plateau_points >= threshold) * 2.0 * threshold
count = int(round((recoil_energy - 2.0 * threshold) / step))
energies = 2.0 * threshold + step * np.arange(count + 1)
marched = np.empty(count + 1)
integral = plateau_integral
marched[0] = 2.0 * integral / energies[0]
for i in range(1, count + 1):
    known = integral + 0.5 * step * marched[i - 1]
    # Trapezoid rule with the unknown end value solved for
    marched[i] = 2.0 * known / (energies[i] - step)
    integral = known + 0.5 * step * marched[i]
formula = np.array([kinchin_pease(e, threshold) for e in energies[1:]])
march_error = np.max(np.abs(marched[1:] - formula))
assert march_error < 1e-8
assert abs(marched[0] - 1.0) < 1e-10
assert abs(integral - recoil_energy**2 / (4 * threshold)) < 1e-5


# --- Random cascades with explicit defect counting, no recursion used ---
def run_cascade(energy, ed, rng):
    if energy < ed:
        return 0, 0
    vacancies, interstitials = 1, 0      # the first recoil left its site
    moving_atoms = [energy]
    while moving_atoms:
        e = moving_atoms.pop()
        t = e * rng.random()
        rest = e - t
        struck_leaves = t >= ed
        if struck_leaves:
            vacancies += 1
            moving_atoms.append(t)
        if rest >= ed:
            moving_atoms.append(rest)
        elif struck_leaves:
            vacancies -= 1               # projectile fills the new vacancy
        else:
            interstitials += 1           # projectile stops between sites
    return vacancies, interstitials


rng = random.Random(12345)
cascades = 10000
rows = []
for energy in (30.0, 50.0, 100.0, 400.0, 1000.0):
    results = np.array([run_cascade(energy, threshold, rng)
                        for _ in range(cascades)])
    assert np.all(results[:, 0] == results[:, 1])
    numbers = results[:, 0]
    mean = np.mean(numbers)
    spread = np.std(numbers, ddof=1)
    error = spread / np.sqrt(cascades)
    expected = kinchin_pease(energy, threshold)
    if energy < 2.0 * threshold:
        assert np.all(numbers == 1)
    else:
        # Statistical tolerance: 4.5 standard errors of the mean
        assert abs(mean - expected) < 4.5 * error
    rows.append((energy, expected, mean, error, spread))

# --- Printed results ---
print(f"Displacement threshold Ed: {threshold:.1f} eV")
print(f"Recoil energy E: {recoil_energy:.1f} eV")
print(f"Impact points in hard-sphere test: {len(x)}")
print(f"Largest deviation from uniform transfer law: {uniform_error:.1e}")
print(f"First collision at E = {recoil_energy:.0f} eV, probabilities:")
print(f"  both atoms at or above Ed: {high_both:.4f}")
print(f"  only struck atom at or above Ed: {high_replace:.4f}")
print(f"  only projectile at or above Ed: {high_continue:.4f}")
print(f"  both atoms below Ed: {high_stop:.4f}")
print(f"One collision at E = {low_energy:.0f} eV:")
print(f"  right side of recursion: {recursion_low:.4f}")
print(f"  probability that both atoms end below Ed: {low_stop:.4f}")
print(f"  sum of these two: {recursion_low + low_stop:.4f}")
print(f"Integral of nu from 0 to 2Ed: {plateau_integral:.3f} eV")
print(f"Integral of nu from 2Ed to E: {integral - plateau_integral:.3f} eV")
print(f"Integral of nu from 0 to E: {integral:.3f} eV")
print(f"nu(2Ed) from integral equation: {marched[0]:.6f}")
print(f"nu(E) from integral equation: {marched[-1]:.6f}")
print(f"nu(E) from formula: {kinchin_pease(recoil_energy, threshold):.6f}")
print(f"Energy step of the march: {step:.1f} eV")
print(f"Largest error of marched solution: {march_error:.1e}")
print(f"Random cascades per energy: {cascades}")
print("Displaced atoms per cascade (spread = standard deviation):")
for energy, expected, mean, error, spread in rows:
    print(f"  E = {energy:6.1f} eV: formula {expected:.3f}, "
          f"mean {mean:.3f}, std error {error:.3f}, spread {spread:.3f}")
print("all assertions hold")
```

Output:

```
Displacement threshold Ed: 20.0 eV
Recoil energy E: 1000.0 eV
Impact points in hard-sphere test: 282792
Largest deviation from uniform transfer law: 2.7e-04
First collision at E = 1000 eV, probabilities:
  both atoms at or above Ed: 0.9600
  only struck atom at or above Ed: 0.0200
  only projectile at or above Ed: 0.0200
  both atoms below Ed: 0.0000
One collision at E = 30 eV:
  right side of recursion: 0.6667
  probability that both atoms end below Ed: 0.3333
  sum of these two: 1.0000
Integral of nu from 0 to 2Ed: 20.000 eV
Integral of nu from 2Ed to E: 12480.000 eV
Integral of nu from 0 to E: 12500.000 eV
nu(2Ed) from integral equation: 1.000000
nu(E) from integral equation: 25.000000
nu(E) from formula: 25.000000
Energy step of the march: 0.1 eV
Largest error of marched solution: 1.4e-14
Random cascades per energy: 10000
Displaced atoms per cascade (spread = standard deviation):
  E =   30.0 eV: formula 1.000, mean 1.000, std error 0.000, spread 0.000
  E =   50.0 eV: formula 1.250, mean 1.245, std error 0.004, spread 0.430
  E =  100.0 eV: formula 2.500, mean 2.497, std error 0.006, spread 0.616
  E =  400.0 eV: formula 10.000, mean 9.999, std error 0.012, spread 1.227
  E = 1000.0 eV: formula 25.000, mean 25.011, std error 0.019, spread 1.944
all assertions hold
```
